\section*{Why silicon regrows faster on (100) than on (111)}

\section{The question}

Ion implantation can turn the top of a silicon wafer amorphous. On heating, well below the melting point, the crystal underneath grows back into the damaged layer. A wafer cut along (100) recovers much faster than one cut along (111), although both consist of the same atoms with the same four bonds. What does the cut of the crystal change, and how far can counting bonds account for the difference?

\section{What an attaching atom finds}

In the amorphous layer nearly every atom already has about four neighbours. ``Attaching'' therefore means that an atom moves, by local bond rearrangement, into a position that continues the crystal. One bond to the crystal fixes its distance from one crystal atom but leaves it free to swing about that atom. Two bonds hold it far more firmly. The model turns this into a rule: an added atom is \emph{secured} if it has at least two bonds to the crystal or to other added atoms in crystal positions.

The diamond lattice has two kinds of site, A and B. In units of $a/4$, where $a$ is the cubic lattice constant, the bonds from an A site to its B neighbours are
\begin{equation}
(1,1,1),\quad (1,-1,-1),\quad (-1,1,-1),\quad (-1,-1,1).
\end{equation}
The bonds from a B site are the negatives of these. Let the crystal end in a flat layer, and let the next atom to arrive be a B atom. On (001) and (111) the surface atoms are then all A atoms. A (110) layer contains both kinds, and an arriving A atom would find the same numbers of bonds there. Projecting its four bonds on the outward normal shows which of them point down into the crystal:
\begin{align}
(001):&\quad -1,\ +1,\ +1,\ -1 &&\text{two down},\\
(110):&\quad -2,\ 0,\ 0,\ +2 &&\text{one down, two in the layer},\\
(111):&\quad -3,\ +1,\ +1,\ +1 &&\text{one down}.
\end{align}
The normals are not scaled to unit length, since only the signs matter; (001) is equivalent to (100). An isolated atom thus finds two crystal bonds on (100), but one on (110) and one on (111).

A (111) crystal could also be cut so that each surface atom has three dangling bonds. The next sites then offer three bonds each, so single atoms fill them at once. This restores the surface with one dangling bond per atom, called the shuffle termination. It is the one that holds up growth, and it is used below.

\section{The smallest cluster that holds}

On (100) one atom is secured by itself. On (110) a single atom has one bond, but its neighbour in the same layer also has one bond down. If both are present, each has its crystal bond and the bond to its partner, so two atoms suffice.

On (111) the first atom sits directly above a surface atom; call this an atop site. Its three other bonds lead up to \emph{bridging} sites. A bridging site has three bonds down to atop sites, one bond up, and none to the original crystal. A pair made of an atop and a bridging atom therefore fails, because the bridging atom has one bond. Two atop atoms are not bonded to each other, so that pair fails too. Three atoms succeed in the order atop--bridging--atop: each atop atom has one crystal bond and one bond to the bridge, and the bridge has two bonds to the atop atoms. The smallest secured clusters are
\begin{equation}
n_{100}=1,\qquad n_{110}=2,\qquad n_{111}=3 .
\end{equation}

There is a common geometric reason. Each of these clusters is a chain that leaves the crystal at one surface atom and returns at another, so it closes a ring. The shortest rings in the diamond lattice have six atoms, and the crystal supplies the rest of the ring:
\begin{equation}
n+n_{\mathrm{crystal}}=6:\qquad 1+5,\quad 2+4,\quad 3+3 .
\end{equation}
A (100) surface already holds five atoms of the next ring, a (111) surface only three. An exhaustive search over clusters on an explicit lattice confirmed the three sizes and the three ring divisions.

\section{What happens after the first cluster}

It is tempting to suppose that once three atoms have started a (111) layer, single atoms complete it. The bond count says otherwise. The bridge in the first cluster has a third atop site below it. An atom there has one crystal bond and one bond to the bridge, so it is secured, and the cluster has four atoms. Every other bridging site around the cluster touches just one of its atop atoms. Every further atop site has its crystal bond alone, and the site above the bridge offers one bond. Growth by secured single atoms stops.

To go on, a bridging atom next to the edge and an atop atom beyond it must be present together. This pair is secured: the bridging atom is bonded to the edge and to its partner, and the partner is bonded to the crystal and to the bridging atom. Single atoms then complete that row. If the triangular island has $s$ atop atoms along its edge, the new row contains $s+1$ atop and $s$ bridging atoms. The island grows from $s^2$ to
\begin{equation}
s^2+(s+1)+s=(s+1)^2
\end{equation}
atoms and stops again. The smallest island has $s=2$ and four atoms; the lattice test gave four, then nine after one added pair.

The (111) face thus has three kinds of event: three atoms start a layer, two atoms start a row at a stalled ledge, and single atoms finish the row. On (110) a pair starts a chain, which single atoms extend. On (100) single atoms do everything; in the test they filled the whole slab above the surface.

\section{From bond counts to rates}

Cluster sizes alone do not give speeds. A kinetic model is needed, and the simplest one has two parameters. An empty site with at least one bond is filled at rate $k$. An atom held by one bond leaves at rate $k/\varepsilon$, with $\varepsilon\ll1$. Secured atoms stay. The amorphous side enters through $k$ and $\varepsilon$ alone, taken equal for all faces.

Consider a single site with one bond and let $p$ be the probability that it is occupied. In the steady state filling balances leaving:
\begin{equation}
k(1-p)=\frac{k}{\varepsilon}\,p
\quad\Rightarrow\quad
p=\frac{\varepsilon}{1+\varepsilon}\approx\varepsilon .
\end{equation}

Now take one given pair on (110). Either atom may come first. To leading order each one-atom state has probability $\varepsilon$, and the missing partner arrives at rate $k$, so the pair forms at rate $2k\varepsilon$. The mean formation time can also be found without approximation. Let $T_0$ be the mean time starting from two empty sites and $T_1$ the mean time starting with one atom present. From the empty state the total filling rate is $2k$; from the one-atom state the pair is completed at rate $k$ or the atom leaves at rate $k/\varepsilon$. Hence
\begin{align}
T_0&=\frac{1}{2k}+T_1,\\
\left(k+\frac{k}{\varepsilon}\right)T_1&=1+\frac{k}{\varepsilon}\,T_0 .
\end{align}
Inserting the first equation into the second gives
\begin{equation}
kT_1+\frac{kT_1}{\varepsilon}=1+\frac{1}{2\varepsilon}+\frac{kT_1}{\varepsilon}
\quad\Rightarrow\quad kT_1=1+\frac{1}{2\varepsilon},
\end{equation}
and therefore
\begin{equation}
kT_0=\frac32+\frac{1}{2\varepsilon},\qquad
2k\varepsilon\,T_0=1+3\varepsilon .
\end{equation}
The leading-order rate is thus too high by a relative amount $3\varepsilon$. At $\varepsilon=10^{-4}$ the numerical solution gives $1.00030$ for this product, as it should.

For a given triple on (111), the state just before completion has two atoms. It can be the two atop atoms, each present with probability $\varepsilon$, which together give $\varepsilon^2$. It can also be one atop atom with the bridge on it. The bridging atom then has one bond and comes and goes with the same ratio $\varepsilon$, so this state too has probability $\varepsilon^2$, and there are two such states. Each of the three is completed at rate $k$, which gives $3k\varepsilon^2$. All three faces follow
\begin{equation}
J_1=n\,k\,\varepsilon^{\,n-1}
\label{eq:J1}
\end{equation}
to leading order in $\varepsilon$. For the triple, the exact mean time multiplied by this rate is $1.00028$ at $\varepsilon=10^{-4}$.

It remains to count clusters per surface cell. On (100) there is one site. On (110) a chain has two atoms and hence two bonds per cell, so there are two pairs. On (111) there is one bridging site per cell, and two of its three atop neighbours can be chosen in three ways. The formation rates per cell are
\begin{equation}
J_{100}=k,\qquad J_{110}=4k\varepsilon,\qquad J_{111}=9k\varepsilon^2 .
\label{eq:J}
\end{equation}

\section{From rates to growth speeds}

The growth speed is not simply proportional to $J$, because one cluster can fill many cells. The following estimates hold for small $\varepsilon$ and large faces, and they omit numerical factors.

On (100) each site is filled at a rate of order $k$ once its supports are present, so $v_{100}\sim ak$.

On (110), pairs start on a chain at a rate of order $k\varepsilon$ per cell, and each chain end advances about $k$ cells per unit time. After a time $t$, a pair has filled a length of order $kt$. The number of pairs started per cell is of order $k\varepsilon t$. The chain is full when the product of the two is of order one:
\begin{equation}
(k\varepsilon t)(kt)\sim1
\quad\Rightarrow\quad
t\sim\frac{1}{k\varepsilon^{1/2}},\qquad v_{110}\sim ak\,\varepsilon^{1/2}.
\end{equation}

A stalled ledge on (111) advances in the same way. Pairs start a row and single atoms complete it, so the ledge speed is $u\sim k\varepsilon^{1/2}$ rows per unit time. An island of age $t$ covers about $(ut)^2$ cells, and $J_{111}t$ islands have started per cell. The layer is full when
\begin{equation}
J_{111}\,t\,(ut)^2\sim1
\quad\Rightarrow\quad
\frac1t\sim\left(J_{111}u^2\right)^{1/3}
\sim\left(k\varepsilon^2\,k^2\varepsilon\right)^{1/3}=k\varepsilon .
\end{equation}
In summary,
\begin{equation}
v_{100}:v_{110}:v_{111}\ \sim\ 1:\varepsilon^{1/2}:\varepsilon ,
\label{eq:scaling}
\end{equation}
up to numerical factors and, for (111), a logarithm explained next.

One point needs care. By the time islands meet, their size is about $ut\sim\varepsilon^{-1/2}$ cells. The length of row filled from one pair is also of order $\varepsilon^{-1/2}$. The ledges are therefore not long compared with these row segments, as the estimate of $u$ assumed. On a smaller island one pair completes a whole row, and the number of places for a pair is proportional to the edge length $s$. Hence $ds/dt\sim k\varepsilon s$, and growth from $s=2$ to $s\sim\varepsilon^{-1/2}$ takes a time of order $\ln(1/\varepsilon)/(k\varepsilon)$. For very small $\varepsilon$ this lowers $v_{111}$ by a slowly varying logarithmic factor, but the power of $\varepsilon$ stays the same.

A very small (111) face behaves differently. If it has $N\ll1/\varepsilon$ cells, the wait for the first triple, $1/(9Nk\varepsilon^2)$, is much longer than the spreading time, which is of order $1/(k\varepsilon)$ apart from a logarithm. The speed is then the bilayer height $a/\sqrt3$ divided by that wait,
\begin{equation}
v_{111}\approx\frac{a}{\sqrt3}\,9Nk\varepsilon^2 ,
\end{equation}
which falls as $\varepsilon^2$ and depends on the area of the face.

The kinetic rules were also simulated in three dimensions, without using the estimates above, on periodic faces of $18\times18$ cells for (100) and (110) and $24\times24$ for (111). Speeds, in units of $ak$, are means of two runs:
\begin{center}
\begin{tabular}{lccc}
face & $\varepsilon=0.016$ & $\varepsilon=0.004$ & exponent\\
(100) & 0.126 & 0.123 & 0.01\\
(110) & 0.059 & 0.028 & 0.56\\
(111) & 0.031 & 0.008 & 0.97
\end{tabular}
\end{center}
The exponents are close to the predicted $0$, $1/2$ and $1$; two values of $\varepsilon$ cannot test the limit of small $\varepsilon$ more closely. For (111) at $\varepsilon=0.004$, half the difference between the two runs is 15\,\% of the mean, so the speed ratio $v_{100}/v_{111}\approx15$ is uncertain by about that much. Two runs measure the scatter only crudely, and the (110) speeds may also be off by some ten per cent. The runs are also short. The (100) value covers 24 atomic layers, and the front slows as it roughens: in the limit $\varepsilon\to0$, where each site simply waits for its two supports, growth over 700 layers gives 0.111, about 10\,\% below the table.

A control run shows that the missing second bond causes the difference in this model. If atoms with one bond never leave, a second bond is no longer needed. The lattice and the faces are unchanged, yet the ratio $v_{100}/v_{111}$ drops to $1.03$.

\section{A germanium layer at 620 K}

Germanium has the same lattice as silicon and also regrows by solid-phase epitaxy, so the same counting applies. Take a 100~nm amorphous layer at 620~K. Rough typical inputs are $a=0.57$~nm and a (100) speed of 0.1~nm/s. The value $\varepsilon=0.004$ is chosen, not measured. The (100) speed fixes the site rate:
\begin{equation}
k=\frac{v_{100}}{0.1233\,a}
=\frac{0.1\ \mathrm{nm/s}}{0.1233\times0.57\ \mathrm{nm}}
\approx1.4\ \mathrm{s^{-1}} .
\end{equation}
With $k$ and $\varepsilon$ held fixed, the simulated ratios give
\begin{align}
v_{110}&\approx\frac{0.1}{4.48}\ \mathrm{nm/s}\approx0.022\ \mathrm{nm/s},\\
v_{111}&\approx\frac{0.1}{15.2}\ \mathrm{nm/s}\approx0.0066\ \mathrm{nm/s}.
\end{align}
The layer regrows in 1000~s on (100), about 4500~s on (110), and about 15\,000~s, or roughly four hours, on (111). These figures rest on the short runs. With the long-run (100) speed of 0.111 and longer runs on the other faces, $k$ rises to about $1.6\ \mathrm{s^{-1}}$ and the two ratios fall to about 3.9 and 14, so the times are good to 10--15\,\% even within the model.

For silicon, measured (100) speeds are roughly twenty times those on (111), and roughly two to three times those on (110). The model gives the right order of faces, and its $\varepsilon$ can be chosen to match the first ratio. It then makes (110) too slow: already at $\varepsilon=0.004$ the (100)/(110) ratio is about 4 (4.5 in the short runs), and a smaller $\varepsilon$ raises it further. The model with only $k$ and $\varepsilon$ is therefore too crude for a quantitative account of all three faces.

\section{What the count leaves out}

\textbf{Steps.} A real wafer is never cut perfectly. A (111) face tilted by $1^\circ$ has steps one bilayer high, 0.33~nm, at a distance of $0.33/\tan1^\circ\approx19$~nm. Of the six close-packed ledge directions, the three opposite to the stalled ones offer bridging sites with two edge atoms and can advance by single atoms. If such steps moved one row in each time $1/k$, they would deliver layers at 1.3 times the model rate for the flat face. This estimate is probably too high: a row needs a bridging atom and then an atop atom, two attachments in succession, so it should take longer than $1/k$. Layers from steps and from new islands also do not simply add, because both fill the same cells. Under the kinetic rules a row on such a ledge takes about $3.3/k$, which cuts the factor 1.3 to about 0.4, and at $\varepsilon=0.004$ a face tilted by $1^\circ$ in this direction grows only about 10\,\% faster than the flat face. A larger tilt in the same direction brings the steps closer together and makes them matter more.

\textbf{Twins.} The bridging atom of a (111) nucleus can also sit in the position that belongs to a twinned crystal. There too it has three atop neighbours, so nearest-neighbour counting cannot tell the two apart. If they are equally likely, half the nuclei are twins. The model leaves out twins and the boundaries where twinned and regular islands meet.

\textbf{Reverse steps.} Secured atoms can return to the amorphous side. For a rough free-energy gain of 0.1~eV per atom, and $k_{\mathrm B}T=0.0534$~eV, the ratio of reverse to forward rate is $e^{-0.1/0.0534}\approx0.15$. On (100) this is absorbed in the fitted $k$. On (111) a small island can lose atoms while it waits for its next pair, so at the same $\varepsilon$ the ratio $v_{100}/v_{111}$ is larger. If atoms with two bonds leave at $0.15k$, one run per face at $\varepsilon=0.004$ gives a ratio near 40 instead of 15. A value of $\varepsilon$ fitted to a measured ratio therefore depends strongly on whether reverse steps are included.

\textbf{Temperature.} With a rough activation energy of 2.1~eV, a furnace 10~K too hot speeds up regrowth by a factor of 1.9. Orientations must therefore be compared at closely equal temperatures. The temperature dependence of $\varepsilon$ matters as well. If $\varepsilon$ is a Boltzmann factor, $\varepsilon=e^{-E/k_{\mathrm B}T}$, then at 620~K
\begin{equation}
E=k_{\mathrm B}T\ln\frac1\varepsilon
=0.0534\ \mathrm{eV}\times\ln 250\approx0.29\ \mathrm{eV}.
\end{equation}
Since $v_{111}\sim ak\varepsilon$, the activation energy on (111) would exceed that on (100) by about this amount, if the logarithmic factor is ignored. At 720~K, $\varepsilon$ would be 0.0086, a factor 2.15 higher, and by (\ref{eq:scaling}) the speed ratio would shrink by about the same factor. If instead $\varepsilon$ expresses how rarely a loosely held atom is correctly oriented, it need not depend on temperature, and both faces would share one activation energy. Counting bonds cannot distinguish these readings; the two measured energies can. For silicon, published measurements report about the same activation energy on all faces, which favours the second reading, although twinning complicates the (111) data.

The numerical output follows.

\section*{Computed results}
\begin{verbatim}
Bonds, clusters and rings
(100) bonds for isolated atom: 2; smallest cluster: 1 atoms
   crystal atoms in ring: 5; clusters per surface cell: 1
   exact time x rate formula (eps=0.0001): 1.00000
   single atoms fill the whole test slab: True
(110) bonds for isolated atom: 1; smallest cluster: 2 atoms
   crystal atoms in ring: 4; clusters per surface cell: 2
   exact time x rate formula (eps=0.0001): 1.00030
   pair spreads to 16 atoms = one chain of the test cell
(111) bonds for isolated atom: 1; smallest cluster: 3 atoms
   crystal atoms in ring: 3; clusters per surface cell: 3
   exact time x rate formula (eps=0.0001): 1.00028
   three atoms spread to 4 and stop; next needs 2, then stops at 9
(111) bridging site, bonds to atop atoms: regular 3, twin 3
Simulated speeds (unit a*k), mean of two runs
(100) eps=0.016: 0.1258; eps=0.004: 0.1233 (half-difference 0.0006)
   exponent of eps between the two: 0.01
(110) eps=0.016: 0.0594; eps=0.004: 0.0275 (half-difference 0.0001)
   exponent of eps between the two: 0.56
(111) eps=0.016: 0.0311; eps=0.004: 0.0081 (half-difference 0.0012)
   exponent of eps between the two: 0.97
Speed ratio (100)/(111) at eps=0.004: 15.22
Speed ratio (100)/(110) at eps=0.004: 4.48
Control ratio (100)/(111), one bond enough: 1.03
Ge example (rough inputs)
temperature 620 K; kT 0.0534 eV; a 0.566 nm
layer 100 nm; (100) speed 0.1 nm/s; activation energy 2.1 eV
site rate k: 1.43 per s
speeds: (110) 0.0223 nm/s; (111) 0.0066 nm/s
regrowth times: (100) 1000 s; (110) 4482 s; (111) 15225 s
Neglected effects
reverse/forward rate for 0.1 eV gain per atom: 0.154
twin share of (111) nuclei if equally likely: 0.50
1 degree miscut: bilayer 0.327 nm, step distance 18.7 nm
   layers from steps moving one row per 1/k, relative to model (111) rate: 1.32
speed factor for a 10 K higher temperature: 1.87
if eps is a Boltzmann factor: energy 0.295 eV
   eps would be 0.0086 at 720 K, a factor 2.15 higher
\end{verbatim}
